# Magnetisation Jump and Doping Reversal in an Orbital Chern Insulator: verification in Python

```python
"""Orbital magnetisation of a Chern insulator across its gap.

Result under test (electron charge -e, field along +z, chemical potential mu
inside the gap): M(mu) = (C e/h) (mu - mu0), so M changes by C e gap/h.
  C    Chern number of the filled band, (1/2 pi) * integral of Berry curvature
  mu0  Berry-curvature-weighted mean of the midpoint energy of the two bands
M changes sign in the gap only if mu0 lies between the two band edges.
Model: Haldane two-band model on a moire honeycomb lattice, energies in meV.
Magnetisations inside the program are M*h/e, hence also in meV.
The formula is compared with (i) derivatives of the grand potential with
respect to a real magnetic flux and (ii) r x v moments of open flakes.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

TAU = np.array([0.0, 1.0 / 3.0])   # both lattice coordinates of sites A and B


def make_hops(t, c, s, mass):
    """List of (di, dj, to, from, amplitude); second hop is c + i s on A."""
    hops = [(0, 0, 0, 0, mass), (0, 0, 1, 1, -mass)]
    for i, j in [(0, 0), (-1, 0), (0, -1)]:
        hops += [(i, j, 1, 0, t), (-i, -j, 0, 1, t)]
    for i, j in [(1, 0), (-1, 1), (0, -1)]:
        z = c + 1j * s
        hops += [(i, j, 0, 0, z), (-i, -j, 0, 0, np.conj(z))]
        hops += [(i, j, 1, 1, np.conj(z)), (-i, -j, 1, 1, z)]
    return hops


def bulk(hops, n):
    """Chern number, mu0 and band edges from Bloch states on an n x n mesh."""
    k = 2 * np.pi * np.arange(n) / n
    k1, k2 = np.meshgrid(k, k, indexing="ij")
    ham = np.zeros((n, n, 2, 2), complex)
    d1, d2 = np.zeros_like(ham), np.zeros_like(ham)
    for di, dj, to, fr, amp in hops:
        x = di + TAU[to] - TAU[fr]
        y = dj + TAU[to] - TAU[fr]
        term = amp * np.exp(-1j * (k1 * x + k2 * y))
        ham[..., to, fr] += term
        d1[..., to, fr] += -1j * x * term
        d2[..., to, fr] += -1j * y * term
    en, vec = np.linalg.eigh(ham)
    low, up = vec[..., 0], vec[..., 1]
    v1 = np.einsum("xya,xyab,xyb->xy", low.conj(), d1, up)
    v2 = np.einsum("xya,xyab,xyb->xy", up.conj(), d2, low)
    curv = -2 * np.imag(v1 * v2) / (en[..., 1] - en[..., 0]) ** 2
    chern = curv.sum() * (2 * np.pi / n) ** 2 / (2 * np.pi)
    mu0 = (curv * en.mean(axis=-1)).sum() / curv.sum()
    return chern, mu0, en[..., 0].max(), en[..., 1].min()


def flux_levels(hops, q, sign):
    """Levels on a torus with sign/q flux quanta h/e per cell."""
    phi = sign / q
    i = np.arange(q)
    out = []
    for k1 in (0.0, np.pi):
        for k2 in (0.0, np.pi / q):
            ham = np.zeros((2 * q, 2 * q), complex)
            for di, dj, to, fr, amp in hops:
                i2 = i + di
                mean_u = (i + TAU[fr] + i2 + TAU[to]) / 2
                dv = dj + TAU[to] - TAU[fr]
                path = mean_u * dv - i2 * TAU[to] + i * TAU[fr]
                ph = -2 * np.pi * phi * path - k2 * dj - k1 * (i2 // q)
                ham[2 * (i2 % q) + to, 2 * i + fr] += amp * np.exp(1j * ph)
            assert np.allclose(ham, ham.conj().T)
            out.append(np.linalg.eigvalsh(ham))
    return np.array(out)


def torus_m(levels, q, mu):
    """M*h/e = -d(omega)/d(flux), zero temperature, central difference."""
    om = [np.minimum(levels[q, s] - mu, 0).sum() / (4 * q) for s in (1, -1)]
    return -(om[0] - om[1]) * q / 2


def torus_m_limit(levels, q, mu):
    """Remove the quadratic field error using fluxes 1/q and 1/(2q)."""
    return (4 * torus_m(levels, 2 * q, mu) - torus_m(levels, q, mu)) / 3


def extra_states(levels, q, sign, mu):
    """States below mu beyond one per cell, for each boundary phase."""
    return (levels[q, sign] < mu).sum(axis=1) - q


def free_energy(en, q, filling, kt):
    """Free energy per cell at fixed electrons per cell."""
    norm = en.shape[0] * q
    mu = brentq(lambda m: expit((m - en) / kt).sum() / norm - filling,
                en.min() - 5, en.max() + 5, xtol=1e-12)
    return -kt * np.logaddexp(0, (mu - en) / kt).sum() / norm + mu * filling


def doped_m(levels, q, filling, kt):
    """M*h/e at fixed density from the free energies at opposite fields."""
    f = [free_energy(levels[q, s], q, filling, kt) for s in (1, -1)]
    return -(f[0] - f[1]) * q / 2


def flake_moments(hops, size, mus, kt):
    """Total r x v moment (as M*h/e times cells) of an open flake."""
    a, b = np.meshgrid(np.arange(size), np.arange(size), indexing="ij")
    a, b = a.ravel(), b.ravel()
    ham = np.zeros((2 * size**2, 2 * size**2), complex)
    for di, dj, to, fr, amp in hops:
        a2, b2 = a + di, b + dj
        ok = (a2 >= 0) & (a2 < size) & (b2 >= 0) & (b2 < size)
        row = 2 * (a2[ok] * size + b2[ok]) + to
        col = 2 * (a[ok] * size + b[ok]) + fr
        ham[row, col] += amp
    u = (a[:, None] + TAU).ravel() - size / 2
    v = (b[:, None] + TAU).ravel() - size / 2
    en, vec = np.linalg.eigh(ham)
    r_cross_v = 1j * ham * (np.outer(u, v) - np.outer(v, u))
    mom = -np.pi * np.real((vec.conj() * (r_cross_v @ vec)).sum(axis=0))
    return np.array([(mom * expit((m - en) / kt)).sum() for m in mus])


# ---- chosen model parameters (meV, nm, K) ----
t, c, s, mass = 4.0, 0.1, 0.4, 0.3
period, temp = 13.0, 2.0
kt = const.k * temp / const.e * 1e3
hops = make_hops(t, c, s, mass)
chern, mu0, ev, ec = bulk(hops, 240)
coarse = bulk(hops, 120)
gap = ec - ev
assert abs(chern - 1) < 1e-6 and gap > 0
assert abs(coarse[1] - mu0) < 1e-5
assert ev < mu0 < ec

# time-reversed partner (other valley)
rev = bulk(make_hops(t, c, -s, mass), 240)
assert abs(rev[0] + chern) < 1e-6 and abs(rev[1] - mu0) < 1e-6

# ---- real magnetic flux on a torus ----
levels = {(q, sg): flux_levels(hops, q, sg) for q in (80, 160)
          for sg in (1, -1)}
center = (ev + ec) / 2
mus = np.array([center - 0.8, center, center + 0.8])
for q in (80, 160):
    for sg in (1, -1):
        assert np.all(extra_states(levels, q, sg, center) == sg)
m_formula = chern * (mus - mu0)
m_torus = np.array([torus_m_limit(levels, 80, m) for m in mus])
assert np.max(np.abs(m_torus - m_formula)) < 0.01

# ---- open flakes: bulk part is the coefficient of size squared ----
tot = [flake_moments(hops, size, mus, kt) for size in (12, 18, 24)]
m_flake = (tot[2] - 2 * tot[1] + tot[0]) / (2 * 6**2)
slope_flake = (m_flake[2] - m_flake[0]) / (mus[2] - mus[0])
assert np.max(np.abs(m_flake - m_formula)) < 0.03
assert abs(slope_flake - 1) < 0.03

# ---- reversal by doping at fixed density and finite temperature ----
doping = 0.02
m_hole = doped_m(levels, 160, 1 - doping, kt)
m_elec = doped_m(levels, 160, 1 + doping, kt)
shift = max(abs(doped_m(levels, 80, 1 - doping, kt) - m_hole),
            abs(doped_m(levels, 80, 1 + doping, kt) - m_elec))
assert m_hole < 0 < m_elec
assert shift < 0.5 * min(abs(m_hole), abs(m_elec))

# ---- skewed bands: same Chern number, no reversal ----
skew_par = (4.0, 1.8, 1.0, 0.0)
skew = make_hops(*skew_par)
sc, smu0, sev, sec = bulk(skew, 240)
slev = {(q, sg): flux_levels(skew, q, sg) for q in (80, 160)
        for sg in (1, -1)}
smid = (sev + sec) / 2
assert abs(sc - 1) < 1e-6 and sec > sev and smu0 < sev
assert np.all(extra_states(slev, 160, 1, smid) == 1)
s_torus = torus_m_limit(slev, 80, smid)
assert abs(s_torus - sc * (smid - smu0)) < 0.02

# ---- conversion and neglected effects ----
area = np.sqrt(3) / 2 * period**2                      # nm^2
na = const.e * 1e-3 * const.e / const.h * 1e9          # nA per meV
mu_b = const.physical_constants["Bohr magneton"][0]
bohr = na * 1e-9 * area * 1e-18 / mu_b                 # mu_B/cell per meV
m_v, m_c = chern * (ev - mu0), chern * (ec - mu0)
g_e = abs(const.physical_constants["electron g factor"][0])
eps_r, field, spread = 10.0, 0.1, 1e10
coul = const.e / (4 * np.pi * const.epsilon_0 * eps_r * period * 1e-9) * 1e3
self_b = const.mu_0 * abs(m_c) * na * 1e-9 / (period * 1e-9)
streda = const.e * field / const.h * 1e-4
select = 2 * min(abs(m_hole), abs(m_elec)) * bohr * mu_b * field
select *= 1e3 / const.e
flux_b = const.h / const.e / (area * 1e-18) / 160


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Moire period", period, "nm", ".1f")
show("Moire cell area", area, "nm^2", ".2f")
show("First-neighbour hopping", t, "meV", ".2f")
show("Second hopping, real part", c, "meV", ".2f")
show("Second hopping, imaginary part", s, "meV", ".2f")
show("Sublattice energy (+A, -B)", mass, "meV", ".2f")
show("Chern number", chern, "", ".6f")
show("Chern number, other valley", rev[0], "", ".6f")
show("Valence edge E_v", ev, "meV")
show("Conduction edge E_c", ec, "meV")
show("Gap", gap, "meV")
show("Zero of magnetisation mu0", mu0, "meV")
show("Shift of mu0, mesh 120 to 240", abs(coarse[1] - mu0), "meV", ".1e")
show("e/h slope", na, "nA/meV", ".3f")
show("M at valence edge", m_v * na, "nA", ".2f")
show("M at conduction edge", m_c * na, "nA", ".2f")
show("Jump of M", chern * gap * na, "nA", ".2f")
show("Jump of M, converted", chern * gap * bohr, "mu_B per cell", ".3f")
for m, f, a, b in zip(mus, m_formula, m_torus, m_flake):
    print(f"mu {m:.3f} meV: M formula {f*na:.2f}, torus {a*na:.2f}, "
          f"flake {b*na:.2f} nA")
show("Flake slope divided by e/h", slope_flake)
show("Extra states per flux quantum, torus",
     extra_states(levels, 160, 1, center)[0], "", "d")
show("Temperature", temp, "K", ".1f")
show("Thermal energy kT", kt, "meV")
show("Doping magnitude", doping, "electrons per cell", ".3f")
show("Field used for doped M", flux_b, "T", ".3f")
show("M with holes", m_hole * na, "nA", ".2f")
show("M with electrons", m_elec * na, "nA", ".2f")
show("Largest doped-M shift on doubling field", shift * na, "nA", ".2f")
print("Skewed t, Re t2, Im t2, mass:", *skew_par, "meV")
show("Skewed Chern number", sc, "", ".6f")
show("Skewed valence edge", sev, "meV")
show("Skewed conduction edge", sec, "meV")
show("Skewed mu0", smu0, "meV")
show("Skewed M at valence edge", sc * (sev - smu0) * na, "nA", ".2f")
show("Skewed M at conduction edge", sc * (sec - smu0) * na, "nA", ".2f")
show("Skewed midgap M, formula", sc * (smid - smu0) * na, "nA", ".2f")
show("Skewed midgap M, torus", s_torus * na, "nA", ".2f")
show("Spin moment, one polarised electron", g_e / 2, "mu_B per cell", ".3f")
show("Orbital M at valence edge", m_v * bohr, "mu_B per cell", ".3f")
show("Orbital M at conduction edge", m_c * bohr, "mu_B per cell", ".3f")
show("Relative permittivity (rough input)", eps_r, "", ".1f")
show("Coulomb energy at one period", coul, "meV", ".2f")
show("Activation factor exp(-gap/2kT)", np.exp(-gap / (2 * kt)), "", ".2e")
show("Density spread (rough input)", spread, "cm^-2", ".1e")
show("Density spread per cell", spread * area * 1e-14, "electrons", ".4f")
show("Self-field scale mu_0 M/period", self_b * 1e6, "uT", ".2f")
show("Selecting field (chosen)", field, "T", ".2f")
show("Gap density shift eB/h", streda, "cm^-2", ".2e")
show("Valley energy difference per cell", select, "meV", ".5f")
show("Cells for that difference to equal kT", kt / select, "", ".1f")
print("verified")
```

Printed output:

```
Moire period: 13.0 nm
Moire cell area: 146.36 nm^2
First-neighbour hopping: 4.00 meV
Second hopping, real part: 0.10 meV
Second hopping, imaginary part: 0.40 meV
Sublattice energy (+A, -B): 0.30 meV
Chern number: 1.000000
Chern number, other valley: -1.000000
Valence edge E_v: -2.0785 meV
Conduction edge E_c: 1.4785 meV
Gap: 3.5569 meV
Zero of magnetisation mu0: -0.2302 meV
Shift of mu0, mesh 120 to 240: 0.0e+00 meV
e/h slope: 38.740 nA/meV
M at valence edge: -71.60 nA
M at conduction edge: 66.20 nA
Jump of M: 137.80 nA
Jump of M, converted: 2.175 mu_B per cell
mu -1.100 meV: M formula -33.70, torus -33.70, flake -33.68 nA
mu -0.300 meV: M formula -2.70, torus -2.70, flake -2.70 nA
mu 0.500 meV: M formula 28.29, torus 28.29, flake 28.27 nA
Flake slope divided by e/h: 0.9995
Extra states per flux quantum, torus: 1
Temperature: 2.0 K
Thermal energy kT: 0.1723 meV
Doping magnitude: 0.020 electrons per cell
Field used for doped M: 0.177 T
M with holes: -76.49 nA
M with electrons: 72.16 nA
Largest doped-M shift on doubling field: 0.27 nA
Skewed t, Re t2, Im t2, mass: 4.0 1.8 1.0 0.0 meV
Skewed Chern number: 1.000000
Skewed valence edge: -1.2000 meV
Skewed conduction edge: -0.2038 meV
Skewed mu0: -3.3063 meV
Skewed M at valence edge: 81.60 nA
Skewed M at conduction edge: 120.19 nA
Skewed midgap M, formula: 100.89 nA
Skewed midgap M, torus: 100.89 nA
Spin moment, one polarised electron: 1.001 mu_B per cell
Orbital M at valence edge: -1.130 mu_B per cell
Orbital M at conduction edge: 1.045 mu_B per cell
Relative permittivity (rough input): 10.0
Coulomb energy at one period: 11.08 meV
Activation factor exp(-gap/2kT): 3.30e-05
Density spread (rough input): 1.0e+10 cm^-2
Density spread per cell: 0.0146 electrons
Self-field scale mu_0 M/period: 6.40 uT
Selecting field (chosen): 0.10 T
Gap density shift eB/h: 2.42e+09 cm^-2
Valley energy difference per cell: 0.01318 meV
Cells for that difference to equal kT: 13.1
verified
```
